# Potential discontinuity and spurious field of an asymmetric periodic slab, part 1

(Sections cited here and not found follow in the second part.)

## First half: the discontinuity for a given charge density

### Definitions and conventions

A slab model of an electrode surface repeats a finite layer of atoms along two in-plane directions. A plane-wave calculation also repeats it along the normal, $z$, with period $L$. Part of each cell is vacuum. The slab is asymmetric when its two faces differ, for example when water covers one face and the other is bare.

Let $\rho(z)$ be the charge density averaged over the in-plane cell of area $A$. It contains all charge: nuclei or ionic cores, electrons, and therefore also any polarization charge. Averaging Poisson's equation over the plane removes the in-plane derivatives, because the integral of a derivative of a periodic function over its period vanishes. What remains is

$$\frac{d^2\phi}{dz^2}=-\frac{\rho(z)}{\varepsilon_0},\qquad E=-\frac{d\phi}{dz},$$

where $\phi$ is the plane-averaged potential and $E$ the normal field. An electron has potential energy $-e\phi$, with $e>0$.

The slab is neutral. Its dipole per area is

$$m=\int z\,\rho(z)\,dz,\qquad \int\rho(z)\,dz=0.$$

Shifting the origin by $b$ changes $m$ by $-b\int\rho\,dz=0$, so neutrality makes $m$ independent of the origin. For a charged slab it would depend on the origin, and the derivation below would not apply.

The cell is the window $z_c-L<z<z_c$, whose boundary $z_c$ lies in vacuum, where $\rho=0$. Both integrals run over this window. The target is the slab standing alone with no applied field, so that $E=0$ in the vacuum on both sides.

### The simplest case: two charged sheets

Put a sheet of charge $-\sigma$ per area at $z_1$ and a sheet $+\sigma$ at $z_1+s$. The dipole is

$$m=-\sigma z_1+\sigma(z_1+s)=\sigma s.$$

Integrating $dE/dz=\rho/\varepsilon_0$ across a sheet shows that the field changes by the sheet charge divided by $\varepsilon_0$. For the isolated pair the field is zero below, $-\sigma/\varepsilon_0$ between the sheets, and zero above. Since $d\phi=-E\,dz$, the potential rises from the lower to the upper side by

$$\Delta\phi=-\left(-\frac{\sigma}{\varepsilon_0}\right)s=\frac{\sigma s}{\varepsilon_0}=\frac{m}{\varepsilon_0}.$$

A dipole pointing upwards therefore raises the potential above it and lowers the energy of an electron there.

Now require $\phi$ to be periodic. The field still changes by the same amounts at the sheets, but its vacuum value $E_v$ is no longer free to be zero. Between the sheets it is $E_v-\sigma/\varepsilon_0$. Equal potentials at the two ends of the cell mean that $\int E\,dz=0$ over the cell:

$$E_v(L-s)+\left(E_v-\frac{\sigma}{\varepsilon_0}\right)s=0.$$

The two terms in $E_vs$ cancel and leave

$$E_v=\frac{\sigma s}{\varepsilon_0L}=\frac{m}{\varepsilon_0L}.$$

The isolated pair has a potential step, but a periodic function cannot end the cell higher than it began. A uniform field takes the step back. As $L\to\infty$ at fixed dipole this field vanishes, but the potential it carries through the cell, $E_vL=m/\varepsilon_0$, does not shrink. Adding vacuum spreads the same drop over a longer distance.

### General density, standing alone

For an arbitrary neutral $\rho(z)$, consider

$$\phi_{\rm iso}(z)=-\frac{1}{2\varepsilon_0}\int |z-z'|\,\rho(z')\,dz'.$$

The slope of $|z-z'|$ changes from $-1$ to $+1$ at $z=z'$, so its second derivative is $2\delta(z-z')$. Hence $\phi_{\rm iso}''=-\rho/\varepsilon_0$, as required. Any other solution differs from this one by a linear function. The field outside settles the linear part.

Above all the charge, $|z-z'|=z-z'$, and

$$\phi_{\rm iso}=-\frac{1}{2\varepsilon_0}\left[z\int\rho\,dz'-\int z'\rho\,dz'\right]=+\frac{m}{2\varepsilon_0}.$$

Below all the charge, $|z-z'|=z'-z$, and the same integrals give $-m/(2\varepsilon_0)$. Both values are constant, so both outer fields vanish. No linear term may be added, and $\phi_{\rm iso}$ is the wanted potential up to a constant. Its step is

$$\phi_{\rm iso}(\text{above})-\phi_{\rm iso}(\text{below})=\frac{m}{\varepsilon_0}.$$

The two-sheet result is recovered for $m=\sigma s$. A symmetric slab has $m=0$ and no step. Turning the slab over reverses both $m$ and the step.

### The same density in a periodic cell

Let $\phi_{\rm per}$ be the periodic solution for the same density. Inside the window, $u=\phi_{\rm per}-\phi_{\rm iso}$ obeys $u''=0$, because the two source terms cancel. Thus $u=bz+c$. Periodicity requires equal values of $\phi_{\rm per}$ at the two ends of the window:

$$0=\phi_{\rm per}(z_c)-\phi_{\rm per}(z_c-L)=\frac{m}{\varepsilon_0}+bL.$$

It follows that $b=-m/(\varepsilon_0L)$, and

$$\phi_{\rm per}(z)=\phi_{\rm iso}(z)-\frac{m}{\varepsilon_0L}z+c.\qquad(1)$$

In vacuum $\phi_{\rm iso}$ is constant, so the field is

$$E_v=-\frac{d\phi_{\rm per}}{dz}=+\frac{m}{\varepsilon_0L}.\qquad(2)$$

The slopes at the two ends also agree, so the periodic continuation has no unwanted kink at $z_c$. The extra field is uniform and acts inside the slab too, where it can move electrons and ions.

As a numerical case, take three Gaussian sheets with charges $0.9$, $-1.4$ and $0.5\ e/\mathrm{nm^2}$, centred at $1.9$, $2.6$ and $3.1$ nm, with widths of $0.12$, $0.15$ and $0.10$ nm, in a cell of 5 nm. Their charges sum to zero, and

$$m=0.9(1.9)-1.4(2.6)+0.5(3.1)=-0.380\ e/\mathrm{nm}.$$

With $\varepsilon_0=0.055263\ e/(\mathrm{V\,nm})$, equation (2) gives $-0.380/(0.055263\times5)=-1.375$ V/nm. A Fourier solution of Poisson's equation for this density gives the same vacuum field.

### Where the spurious field comes from

It is tempting to say that the repeated dipoles send their fields into the vacuum. The plane-averaged problem shows otherwise. Outside a neutral layer the isolated field is zero. The sum of any finite number of such layers therefore has zero field in every gap between them.

Each layer does, however, raise the potential by $m/\varepsilon_0$. A stack of $N$ layers is a staircase with total rise $Nm/\varepsilon_0$ over a length $NL$. Its mean field is

$$\overline{E}=-\frac{m}{\varepsilon_0L}.$$

A periodic potential has zero mean field. To turn the staircase into a periodic function one must add the uniform field $+m/(\varepsilon_0L)$, which is (2). The spurious field thus results from repeating the dipole and also demanding a periodic potential. Seven copies of the three-sheet density confirm the distinction: the gaps are field-free within rounding, while the mean field across the central cell is $+1.375$ V/nm, opposite to the periodic vacuum field.

### The required discontinuity

We seek an added potential $\phi_c(z)$ that restores the isolated solution without introducing charge inside the window. The second condition gives $\phi_c''=0$ there, so $\phi_c$ is linear. Zero total vacuum field requires

$$\frac{m}{\varepsilon_0L}-\frac{d\phi_c}{dz}=0.$$

Apart from a constant,

$$\phi_c(z)=\frac{m}{\varepsilon_0}\frac{z}{L},\qquad z_c-L<z<z_c.\qquad(3)$$

Adding (3) to (1) cancels the linear term throughout the window:

$$\phi_{\rm per}+\phi_c=\phi_{\rm iso}+c.$$

This is stronger than cancelling the field at one point in vacuum. It restores the plane-averaged potential inside the slab as well, for the given density.

The function (3) rises by $m/\varepsilon_0$ through the window. When it is repeated with period $L$, it must return to its starting value at $z_c$. Crossing $z_c$ upwards therefore changes the potential by

$$\phi_c(z_c^+)-\phi_c(z_c^-)=-\frac{m}{\varepsilon_0}.\qquad(4)$$

For an electron the potential energy changes by $+em/\varepsilon_0$ at the same place. The real step, across the slab, has the opposite sign. After one full period the two cancel, as a periodic function requires.

The discontinuity also has a charge interpretation. The two-sheet case showed that a thin layer of dipole $m_l$ gives a step $m_l/\varepsilon_0$. Equation (4) is the step of a layer with $m_l=-m$. Placing this layer at $z_c$ makes the total dipole of the repeated unit zero, and (2) then gives no field. The layer is a device for setting the boundary condition and represents no matter.

For the three-sheet density, the magnitude of the vacuum field after correction is $1.7\times10^{-15}$ V/nm, which is rounding error.

### Energy and the factor of one half

The discontinuity must belong to an energy, or the forces and the total energy will disagree. The plane-averaged electrostatic energy per area in the periodic cell is $U_{\rm per}=\tfrac12\int\rho\phi_{\rm per}\,dz$. Inserting (1),

$$U_{\rm per}=\frac12\int\rho\phi_{\rm iso}\,dz-\frac{m}{2\varepsilon_0L}\int z\rho\,dz+\frac c2\int\rho\,dz.$$

The first term is $U_{\rm iso}$, the second integral is $m$, and the last integral is zero. Therefore

$$U_{\rm iso}=U_{\rm per}+\frac{m^2}{2\varepsilon_0L}.\qquad(5)$$

Now vary the density by a neutral $\delta\rho$. The dipole changes by $\delta m=\int z\,\delta\rho\,dz$, and the added energy changes by

$$\delta\left(\frac{m^2}{2\varepsilon_0L}\right)=\frac{m\,\delta m}{\varepsilon_0L}=\int\delta\rho\,\frac{mz}{\varepsilon_0L}\,dz.$$

The function multiplying $\delta\rho$ is the full $\phi_c$ of (3). The energy has a factor $\tfrac12$ and the potential does not, because $\phi_c$ is itself proportional to the dipole on which it acts.

An ion of charge $q_i$ at height $z_i$ contributes $q_iz_i/A$ to $m$. Multiplying the added energy by $A$ and differentiating gives the added force

$$F_i=-A\frac{m}{\varepsilon_0L}\frac{q_i}{A}=-\frac{q_im}{\varepsilon_0L}.$$

It cancels the force $q_iE_v$ of the spurious field. An ion should therefore receive this force as soon as the electrons receive the potential (3).

A Kohn–Sham calculation often assembles its energy from a sum of eigenvalues. Split $m=m_e+m_i$ into electronic and ionic parts, measured from the same origin as $\phi_c$. The eigenvalue sum then contains the extra term $\int\rho_e\phi_c\,dz=m_em/(\varepsilon_0L)$. This term has to be removed and the correct energy added, so the net addition per area is

$$\frac{m^2}{2\varepsilon_0L}-\frac{m_em}{\varepsilon_0L}=\frac{(m_i+m_e)(m_i-m_e)}{2\varepsilon_0L}=\frac{m_i^2-m_e^2}{2\varepsilon_0L}.$$

For a density without electrons this reduces to the term in (5).

### What happens if the cut passes through charge

Suppose that the plane is moved down until a charge $q$ per area lies above it, while the periodic density is unchanged. In the new window, that charge appears one period lower. The calculated dipole becomes

$$m'=m-qL.$$

The periodic potential does not know where the window was drawn, so its vacuum field is still $m/(\varepsilon_0L)$. The correction now subtracts $m'/(\varepsilon_0L)$. The remaining field is

$$E_{\rm left}=\frac{m-m'}{\varepsilon_0L}=\frac{q}{\varepsilon_0}.\qquad(6)$$

This error does not decrease with $L$ at fixed $q$. It vanishes whenever the net charge beyond the cut is zero. That alone is not enough: a cut through matter with $q=0$ gives no vacuum field but places the jump $-m/\varepsilon_0$ inside the slab, where the isolated potential has none. The cut must lie where $\rho=0$ with all charge on one side, which is the original assumption. A cell filled throughout with liquid offers no empty plane. One must then leave a vacuum gap or choose a different electrostatic boundary condition.

## Second half: a slab that responds, and a wetted electrode

### Symbols and results carried over

The cell has length $L$ along $z$, and $m$ is the total dipole per area of a neutral slab. The uncorrected periodic potential has vacuum field $E_v=m/(\varepsilon_0L)$. The correction is a potential rising by $J=m/\varepsilon_0$ through the cell and dropping by $J$ at a plane in vacuum. It adds $m^2/(2\varepsilon_0L)$ to the energy per area. A charge $q$ per area beyond the plane leaves a field $q/\varepsilon_0$.

So far the density was given. In a self-consistent calculation the spurious field polarizes the slab, changes $m$, and thereby changes itself.

### Linear response of a layered slab

Let $m_0$ be the dipole at zero vacuum field. To first order in the field,

$$m=m_0+\alpha E_v,\qquad(7)$$

where $\alpha$ is the polarizability per area. For a slab made of dielectric layers it can be found directly. Apply a vacuum field $E_v$ and consider only the change it causes. No free charge is added, so the change in displacement is the same in every layer and equals $\varepsilon_0E_v$. In a layer of relative permittivity $\varepsilon_j$ the field changes by $E_v/\varepsilon_j$, and the polarization changes by

$$P_j=\varepsilon_0E_v-\varepsilon_0\frac{E_v}{\varepsilon_j}=\varepsilon_0E_v\left(1-\frac1{\varepsilon_j}\right).$$

Multiplying by the thickness $d_j$ and summing gives

$$\alpha=\varepsilon_0\sum_jd_j\left(1-\frac1{\varepsilon_j}\right).\qquad(8)$$

An ideally screening metal is the limit $\varepsilon_j\to\infty$ and contributes its full thickness. A layer with $\varepsilon_j=1$ contributes nothing.

Without the correction, $E_v=m/(\varepsilon_0L)$. Define $a=\alpha/(\varepsilon_0L)$. Then (7) becomes $m=m_0+am$, so

$$m=\frac{m_0}{1-a},\qquad E_v=\frac{m_0}{\varepsilon_0L(1-a)}.\qquad(9)$$

For the layers considered here $\sum_jd_j(1-1/\varepsilon_j)<L$, hence $a<1$. The response enlarges the error. For one metal layer of thickness $d$, (9) gives $E_v=m_0/[\varepsilon_0(L-d)]$: the metal interior is free of the added field, and the whole drop $m_0/\varepsilon_0$ falls across the remaining length.

With the discontinuity matched to the actual dipole, $E_v=0$, and (7) returns $m=m_0$. The correction therefore removes both the direct field and the polarization it induced.

A potential discontinuity matched to the slab's dipole and placed in vacuum restores the isolated solution, and without it the slab's own response enlarges the spurious field. What remains is to find the energy error after relaxation and the effect of updating the discontinuity late, and to apply the results to a metal electrode with a water film.
